# Janak's theorem for the PAW functional and the Mermin free energy: a numerical check

```python
# Janak's theorem for the PAW total energy and for the Mermin free energy.
# Under test (Hartree units), with <psi_m|S|psi_n> = delta_mn and H psi = eps S psi:
#   dE/dF_n = eps_n ;  dA/dF_n = eps_n + kT ln(f/(1-f)),  A = E - kT*Sig,
#   Sig = -sum g [f ln f + (1-f) ln(1-f)] ; at the minimum f is Fermi-Dirac,
#   dA/dN = mu, dA/d(kT) = -Sig, dE/dN = sum eps dF/dN.
# System: spherical spin-unpolarized carbon, LDA (Slater+VWN), frozen 1s core.
# F = g f shell occupations (2s,3s,2p,3p), g = 2(2l+1); gam[l] = sum F c c^T density
# matrix in an orthonormal radial basis; densities are radial, rho = 4 pi r^2 n;
# phi, phit AE/pseudo partial waves u(r); proj projector; dS, dT overlap and kinetic
# differences; ghat compensation shape; vbar local correction potential.
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize
from scipy.special import gamma as gamma_fn, expit
from scipy.constants import physical_constants as pc
from pyscf.dft import libxc

EV = pc['Hartree energy in eV'][0]
KELVIN = pc['hartree-kelvin relationship'][0]
Z, RK, RG, RCORE = 6.0, 0.7, 0.5, 1.2
h = 0.02
r = np.exp(np.arange(np.log(1e-6), np.log(50.0), h))
w = h * r
g_shell = np.array([2., 2., 6., 6.])
fmt = lambda v, n=7: " ".join(f"{x:.{n}f}" for x in v)

def hartree(rho):   # symmetric kernel 1/max(r,r') with Euler-Maclaurin kink correction
    q = w * rho
    v = np.cumsum(q) / r + np.cumsum((q / r)[::-1])[::-1] - (1 + h / 12) * q / r
    return 0.5 * q @ v, v

def lda(*rhos):
    n = np.maximum(np.concatenate(rhos) / np.tile(4 * np.pi * r**2, len(rhos)), 1e-30)
    res = libxc.eval_xc('lda,vwn', n, spin=0, deriv=1)
    e = np.ravel(res[0]).reshape(len(rhos), -1)
    v = np.ravel(res[1][0]).reshape(len(rhos), -1)
    return [w @ (e[i] * rhos[i]) for i in range(len(rhos))], v

def basis(l, nb):
    a = 0.01 * 1.7**np.arange(nb)
    s = a[:, None] + a[None, :]
    ov = (2 * np.sqrt(np.outer(a, a)) / s)**(l + 1.5)
    kin = (2 * l + 3) * np.outer(a, a) / s * ov
    nrm = np.sqrt(2 * (2 * a)**(l + 1.5) / gamma_fn(l + 1.5))
    u = nrm * r[:, None]**(l + 1) * np.exp(-np.outer(r**2, a))
    ev, vec = np.linalg.eigh(ov)
    X = (vec / np.sqrt(ev)) @ vec.T
    return u @ X, X @ kin @ X

mat = lambda U, v: U.T @ ((w * v)[:, None] * U)
dens = lambda U, gam: sum(((U[l] @ gam[l]) * U[l]).sum(1) for l in (0, 1))
STENCIL = [(-2, 1 / 12), (-1, -8 / 12), (1, 8 / 12), (2, -1 / 12)]
d1 = lambda fun, step: sum(c * fun(k * step) for k, c in STENCIL) / step

def scf(energy_h, S, occupy, gam, tol):   # Anderson mixing of the density matrices
    nb = gam[0].shape[0]
    x = np.concatenate([m.ravel() for m in gam])
    xs, rs = [], []
    for _ in range(300):
        H = energy_h(list(x.reshape(2, nb, nb)))[1]
        sol = [eigh(H[l], S[l]) for l in (0, 1)]
        occ, mu = occupy([s[0] for s in sol])
        C = [sol[l][1][:, :len(occ[l])] for l in (0, 1)]
        out = [(C[l] * occ[l]) @ C[l].T for l in (0, 1)]
        res = np.concatenate([m.ravel() for m in out]) - x
        err = np.abs(res).max()
        if err < tol:
            eps = np.concatenate([sol[l][0][len(occ[l]) - 2:len(occ[l])] for l in (0, 1)])
            F = np.concatenate([occ[l][-2:] for l in (0, 1)])
            return dict(E=energy_h(out)[0], eps=eps, F=F, C=C, gam=out, H=H, mu=mu)
        if err > 0.1:
            x = x + 0.3 * res
            xs, rs = [], []
            continue
        xs, rs = (xs + [x])[-7:], (rs + [res])[-7:]
        step = 0.5 * res
        if len(xs) > 1:
            dX, dR = np.diff(xs, axis=0), np.diff(rs, axis=0)
            step = step - (dX + 0.5 * dR).T @ np.linalg.lstsq(dR.T, res, rcond=1e-12)[0]
        x = x + step
    raise AssertionError("SCF not converged")

ghat = r**2 * np.exp(-(r / RG)**2)
ghat /= w @ ghat
assert abs(hartree(ghat)[0] - 1 / (RG * np.sqrt(2 * np.pi))) < 1e-6

# ---------- all-electron atom ----------
Ua, Ta = zip(*[basis(l, 30) for l in (0, 1)])
def ae_energy(gam):
    rho = dens(Ua, gam)
    eh, vh = hartree(rho)
    ex, vx = lda(rho)
    v = vh - Z / r + vx[0]
    E = sum(np.sum(Ta[l] * gam[l]) for l in (0, 1)) + eh - Z * w @ (rho / r) + ex[0]
    return E, [Ta[l] + mat(Ua[l], v) for l in (0, 1)], v
def ae(F, gam):
    occ = [np.array([2., F[0], F[1]]), np.array(F[2:], float)]
    return scf(ae_energy, [np.eye(30)] * 2, lambda e: (occ, None), gam, 1e-8)
F_ref = np.array([2., 0., 2., 0.])
ref = ae(F_ref, [np.zeros((30, 30))] * 2)
v_ae = ae_energy(ref['gam'])[2]

# ---------- PAW dataset ----------
NB = 19
U, T = zip(*[basis(l, NB) for l in (0, 1)])
k = np.exp(-(r / RK)**2)
c1s = ref['C'][0][:, 0]
core, t_core = 2 * (Ua[0] @ c1s)**2, 2 * c1s @ Ta[0] @ c1s
ic = np.searchsorted(r, RCORE)
coret = np.where(r < r[ic], core[ic] * (r / r[ic])**2, core)
phi, phit, proj, dS, dT, c0, ct = [], [], [], [], [], [], []
tail = (r > 2.5) & (r < 5.0)
for l, ca, e in ((0, ref['C'][0][:, 1], ref['eps'][0]), (1, ref['C'][1][:, 0], ref['eps'][2])):
    H0, K = T[l] + mat(U[l], (1 - k) * v_ae), mat(U[l], k)
    c = brentq(lambda c: np.linalg.eigvalsh(H0 - c * K)[0] - e, -100, 200, xtol=1e-13)
    vec = np.linalg.eigh(H0 - c * K)[1][:, 0]
    f, ft = Ua[l] @ ca, U[l] @ vec
    sc = (w * f * ft)[tail].sum() / (w * ft * ft)[tail].sum()
    vec, ft = sc * vec, sc * ft
    assert np.abs(f - ft)[r > 2.5].max() < 2e-3
    phi.append(f); phit.append(ft); ct.append(vec); c0.append(c)
    proj.append(K @ vec / (vec @ K @ vec))
    dS.append(w @ (f * f - ft * ft)); dT.append(ca @ Ta[l] @ ca - vec @ T[l] @ vec)
barrier = 1 - min(c0)
Q0 = w @ (core - coret) - Z
rho_ref = 2 * phit[0]**2 + 2 * phit[1]**2 + coret
vbar = ((1 - k) * v_ae + barrier * k
        - hartree(rho_ref + (Q0 + 2 * dS[0] + 2 * dS[1]) * ghat)[1] - lda(rho_ref)[1][0])
PP = [np.outer(p, p) for p in proj]
overlap = lambda s=1.0: [np.eye(NB) + s * dS[l] * PP[l] for l in (0, 1)]
smin = [np.linalg.eigvalsh(m)[0] for m in overlap()]
assert min(smin) > 0

def paw_energy(gam):
    D = [proj[l] @ gam[l] @ proj[l] for l in (0, 1)]
    nt = dens(U, gam)
    n1 = D[0] * phi[0]**2 + D[1] * phi[1]**2 + core
    nt1 = D[0] * phit[0]**2 + D[1] * phit[1]**2
    hat = (Q0 + D[0] * dS[0] + D[1] * dS[1]) * ghat
    eht, vht = hartree(nt + coret + hat)
    eh1, vh1 = hartree(n1)
    eht1, vht1 = hartree(nt1 + coret + hat)
    ex, vx = lda(nt + coret, n1, nt1 + coret)
    E = (sum(np.sum(T[l] * gam[l]) + D[l] * dT[l] for l in (0, 1)) + t_core
         + eht + w @ (vbar * nt) + ex[0] + eh1 - Z * w @ (n1 / r) + ex[1]
         - eht1 - w @ (vbar * nt1) - ex[2])
    Dhat = [dS[l] * w @ (ghat * vht) for l in (0, 1)]
    H = [T[l] + mat(U[l], vht + vbar + vx[0]) + PP[l] * (
         dT[l] + w @ (phi[l]**2 * (vh1 - Z / r + vx[1]))
         - w @ (phit[l]**2 * (vht1 + vbar + vx[2])) - dS[l] * w @ (ghat * vht1) + Dhat[l])
         for l in (0, 1)]
    return E, H, Dhat

warm = [[2 * np.outer(c, c) for c in ct]]
def run(occupy, s=1.0):
    sol = scf(paw_energy, overlap(s), occupy, warm[0], 1e-9)
    warm[0] = sol['gam']
    return sol
paw = lambda F, s=1.0: run(lambda e: ([np.array(F[:2]), np.array(F[2:])], None), s)
def entropy(F):
    f = F / g_shell
    return -g_shell @ (f * np.log(f) + (1 - f) * np.log(1 - f))
def fill(logit, N, lo, hi):
    x = brentq(lambda x: g_shell @ expit(logit(x)) - N, lo, hi, xtol=1e-15)
    return g_shell * expit(logit(x)), x
def mermin(N, kT):
    def occupy(e):
        lev = np.concatenate([e[0][:2], e[1][:2]])
        F, mu = fill(lambda m: (m - lev) / kT, N, -20, 20)
        return [F[:2], F[2:]], mu
    sol = run(occupy)
    sol['Sig'] = entropy(sol['F']); sol['A'] = sol['E'] - kT * sol['Sig']
    return sol
gam_of = lambda C, F: [(C[0] * F[:2]) @ C[0].T, (C[1] * F[2:]) @ C[1].T]
rot = lambda C, t: [C[0] @ np.array([[np.cos(t), -np.sin(t)], [np.sin(t), np.cos(t)]]), C[1]]
unit = np.eye(4)

print(f"Z = {Z:.0f}; r_k, r_g, r_core = {RK}, {RG}, {RCORE} bohr; grid points {len(r)}")
print("basis functions per l: AE 30, PAW", NB, "; shell order 2s 3s 2p 3p")
print("well depths c0 (s,p) and barrier (Ha):", fmt(c0 + [barrier], 4))
print("dS (s,p):", fmt(dS, 6), "; lowest eigenvalue of S (s,p):", fmt(smin, 4))
print("dT (s,p) (Ha):", fmt(dT, 6), f"; Q0 = {Q0:.6f} e")
p_ref = paw(F_ref)
assert abs(p_ref['E'] - ref['E']) < 1e-6
assert np.abs(p_ref['eps'] - ref['eps'])[[0, 2]].max() < 1e-6   # also excludes ghost states
print(f"C 2s2 2p2: E_AE = {ref['E']:.6f} Ha, E_PAW = {p_ref['E']:.6f} Ha")
print("  eps 2s,2p AE (Ha):", fmt(ref['eps'][[0, 2]], 6), "; PAW:", fmt(p_ref['eps'][[0, 2]], 6))

# ---------- Janak's theorem ----------
F0, kT, N0 = np.array([1.6, 0.2, 1.0, 0.2]), 0.1, 3.0
s0 = paw(F0)
C0, eps0 = s0['C'], s0['eps']
rng = np.random.default_rng(1)
Cr = [c + 0.1 * rng.normal(size=c.shape) / np.sqrt(NB) for c in C0]
dr = [rng.normal(size=c.shape) / np.sqrt(NB) for c in C0]
Hr = paw_energy(gam_of(Cr, F0))[1]
g_form = sum(2 * F0[2 * l + n] * dr[l][:, n] @ Hr[l] @ Cr[l][:, n] for l in (0, 1) for n in (0, 1))
g_fd = d1(lambda t: paw_energy(gam_of([Cr[l] + t * dr[l] for l in (0, 1)], F0))[0], 1e-3)
assert abs(g_form - g_fd) < 1e-6 * max(1, abs(g_fd))
print(f"random orbital direction: dE/dt FD {g_fd:.7f} Ha, 2F<d|H|c> {g_form:.7f} Ha")
both = np.array([d1(lambda t: paw(F0 + t * unit[n])['E']
                    - np.array([0, kT * entropy(F0 + t * unit[n])]), 2e-3) for n in range(4)])
slope, slopeA = both[:, 0], both[:, 1]
frozen = np.array([d1(lambda t: paw_energy(gam_of(C0, F0 + t * unit[n]))[0], 2e-3) for n in range(4)])
f0 = F0 / g_shell
slopeA_form = eps0 + kT * np.log(f0 / (1 - f0))
assert np.abs(slope - eps0).max() < 1e-7 and np.abs(frozen - eps0).max() < 1e-7
assert np.abs(slopeA - slopeA_form).max() < 1e-7
cols = [(l, C0[l][:, n]) for l in (0, 1) for n in (0, 1)]
Dhat0 = paw_energy(s0['gam'])[2]
pa2 = np.array([(proj[l] @ c)**2 for l, c in cols])
plain = np.array([c @ c for l, c in cols])
no_hat = np.array([c @ s0['H'][l] @ c - Dhat0[l] * (proj[l] @ c)**2 for l, c in cols])
no_S = np.array([c @ s0['H'][l] @ c / (c @ c) for l, c in cols])
assert np.abs(no_hat - slope).max() > 1e-4 and np.abs(no_S - slope).max() > 1e-4
print("C+ occupations F:", fmt(F0, 2), f"; E = {s0['E']:.7f} Ha")
print("  eps (Ha):               ", fmt(eps0))
print("  eps (eV):               ", fmt(eps0 * EV, 4))
print("  dE/dF relaxed FD (Ha):  ", fmt(slope))
print("  dE/dF frozen FD (Ha):   ", fmt(frozen))
print(f"  max |dE/dF - eps| = {np.abs(slope - eps0).max():.1e} Ha")
print("  AE relaxed-core eps (Ha):", fmt(ae(F0, ref['gam'])['eps'], 5))
print("  |<p|psi>|^2:", fmt(pa2, 5), "; <psi|psi>:", fmt(plain, 5))
print("  Dhat (s,p) (Ha):", fmt(Dhat0, 5))
print("  <H> without Dhat (Ha):  ", fmt(no_hat, 5))
print("  <H>/<psi|psi> (Ha):     ", fmt(no_S, 5))
print(f"  kT = {kT} Ha: dA/dF FD (Ha):", fmt(slopeA))
print("  eps + kT ln(f/(1-f)) (Ha): ", fmt(slopeA_form))
gain = [paw_energy(gam_of(C0, F0 + d * unit[2]))[0] - paw(F0 + d * unit[2])['E'] for d in (0.01, 0.02)]
assert gain[0] > 0 and abs(gain[1] / gain[0] - 4) < 0.2
print(f"  relaxation gain, dF2p = 0.01, 0.02: {gain[0]:.3e}, {gain[1]:.3e} Ha, ratio {gain[1]/gain[0]:.3f}")
th = 0.3
Ct = rot(C0, th)
Hab = Ct[0][:, 0] @ paw_energy(gam_of(Ct, F0))[1][0] @ Ct[0][:, 1]
torque = d1(lambda t: paw_energy(gam_of(rot(C0, th + t), F0))[0], 1e-3)
torque0 = d1(lambda t: paw_energy(gam_of(rot(C0, t), F0))[0], 1e-3)
assert abs(torque - 2 * (F0[0] - F0[1]) * Hab) < 1e-7 and abs(torque) > 1e-2 and abs(torque0) < 1e-7
print(f"  2s-3s rotation {th} rad: dE/dtheta FD {torque:.7f}, 2(Fa-Fb)Hab {2*(F0[0]-F0[1])*Hab:.7f} Ha")
alpha = 2.0   # constraint operator 1 + (1 + alpha dF2p) dS |p><p|
extra = -alpha * np.sum(F0 * eps0 * pa2 * np.repeat(dS, 2))
slopeS = d1(lambda t: paw(F0 + t * unit[2], 1 + alpha * t)['E'], 2e-3)
assert abs(slopeS - eps0[2] - extra) < 1e-7 and abs(extra) > 1e-4
print(f"  S(f), alpha = {alpha}: slope FD {slopeS:.7f}, eps2p + extra {eps0[2]+extra:.7f}, extra {extra:.7f} Ha")

# ---------- equal occupations in one channel ----------
Fe, th, d = np.array([1., 1., 1., 0.]), 0.5, 1e-3
se = paw(Fe)
mix = np.cos(th)**2 * se['eps'][0] + np.sin(th)**2 * se['eps'][1]
fz = d1(lambda t: paw_energy(gam_of(rot(se['C'], th), Fe + t * unit[0]))[0], 2e-3)
br = d1(lambda t: paw(Fe + t * unit[0])['E'], 2e-3)
right = (min(paw(Fe + d * unit[n])['E'] for n in (0, 1)) - se['E']) / d
left = (se['E'] - min(paw(Fe - d * unit[n])['E'] for n in (0, 1))) / d
assert abs(fz - mix) < 1e-7 and abs(br - se['eps'][0]) < 1e-7 and abs(fz - br) > 1e-2
assert abs(right - se['eps'][0]) < 1e-3 and abs(left - se['eps'][1]) < 1e-3   # error O(d)
print("F =", fmt(Fe, 1), ": eps 2s,3s (Ha):", fmt(se['eps'][:2]))
print(f"  rotated {th} rad: frozen slope {fz:.7f}, cos2/sin2 mix {mix:.7f}; branch slope {br:.7f} Ha")
print(f"  lowest assignment, step {d}: right slope {right:.5f}, left slope {left:.5f} Ha")

# ---------- 2p ionization ----------
ion = lambda x: paw(np.array([2., 0., x, 0.]))
s1 = ion(1.0)
I_dE = s1['E'] - p_ref['E']
xg, wg = np.polynomial.legendre.leggauss(6)
I_int = -sum(0.5 * b * ion(1.5 + 0.5 * a)['eps'][2] for a, b in zip(xg, wg))
I_mid = -ion(1.5)['eps'][2]
I_ae = ae([2., 0., 1., 0.], ref['gam'])['E'] - ref['E']
assert abs(I_dE - I_int) < 1e-7 and abs(I_dE - I_ae) < 1e-2
assert abs(I_mid - I_dE) < 0.1 * abs(-p_ref['eps'][2] - I_dE)
print(f"C+ 2s2 2p1: E = {s1['E']:.7f} Ha, eps2p = {s1['eps'][2]:.7f} Ha")
print(f"I from energy difference {I_dE:.7f} Ha = {I_dE*EV:.4f} eV")
print(f"I from -int eps dF       {I_int:.7f} Ha")
print(f"I transition state       {I_mid:.7f} Ha = {I_mid*EV:.4f} eV")
print(f"I all-electron, relaxed core {I_ae:.6f} Ha = {I_ae*EV:.4f} eV")

# ---------- Mermin free energy ----------
m = mermin(N0, kT)
def pack(s):
    return np.concatenate([[s['A'], s['E'], s['Sig']], s['F']])
dN = d1(lambda t: pack(mermin(N0 + t, kT)), 2e-3)
dAdT = d1(lambda t: mermin(N0, kT + t)['A'], 5e-4)
assert abs(dN[0] - m['mu']) < 1e-7 and abs(dAdT + m['Sig']) < 1e-7
assert abs(dN[1] - m['eps'] @ dN[3:]) < 1e-7 and abs(dN[1] - m['mu']) > 1e-3
def occupations(z):   # free logits relative to 2p, common shift fixes N
    return fill(lambda x: np.array([z[0], z[1], 0.0, z[2]]) + x, N0, -40, 40)[0]
def free(z):          # uses energies only, no eigenvalues
    F = occupations(z)
    return paw(F)['E'] - kT * entropy(F)
z0 = np.array([2., -4., -5.])
A0 = free(z0)
def value_grad(z):
    gr = [(free(z + 1e-3 * e) - free(z - 1e-3 * e)) / 2e-3 for e in np.eye(3)]
    return 100 * (free(z) - A0), 100 * np.array(gr)
opt = minimize(value_grad, z0, jac=True, method='L-BFGS-B', bounds=[(0, 7), (-10, -1), (-11, -1)],
               options=dict(ftol=1e-13, gtol=1e-8, maxfun=50))
f_min, A_min = occupations(opt.x) / g_shell, free(opt.x)
assert np.abs(f_min - m['F'] / g_shell).max() < 1e-5 and abs(A_min - m['A']) < 1e-8 and A0 > A_min
print(f"Mermin: N = {N0}, kT = {kT} Ha = {kT*EV:.4f} eV, T = {kT*KELVIN:.0f} K")
print("  eps (Ha):", fmt(m['eps']))
print("  f Fermi-Dirac:     ", fmt(m['F'] / g_shell, 6))
print("  f direct minimum:  ", fmt(f_min, 6))
print("  F Fermi-Dirac:     ", fmt(m['F'], 6))
print(f"  E = {m['E']:.7f} Ha, Sig = {m['Sig']:.7f} kB, A = {m['A']:.7f} Ha")
print(f"  A direct minimum {A_min:.7f} Ha, A at starting point {A0:.7f} Ha")
print(f"  mu = {m['mu']:.7f} Ha = {m['mu']*EV:.4f} eV, dA/dN FD = {dN[0]:.7f} Ha")
print(f"  dA/d(kT) FD = {dAdT:.7f}, -Sig = {-m['Sig']:.7f} (dimensionless)")
print("  dF/dN:", fmt(dN[3:], 6), f"; dSig/dN = {dN[2]:.6f} kB")
print(f"  dE/dN FD = {dN[1]:.7f} Ha, sum eps dF/dN = {m['eps'] @ dN[3:]:.7f} Ha")
print("success")
```

Printed output:

```
Z = 6; r_k, r_g, r_core = 0.7, 0.5, 1.2 bohr; grid points 887
basis functions per l: AE 30, PAW 19 ; shell order 2s 3s 2p 3p
well depths c0 (s,p) and barrier (Ha): -1.7870 4.3556 2.7870
dS (s,p): -0.077218 0.056423 ; lowest eigenvalue of S (s,p): 0.7260 1.0000
dT (s,p) (Ha): 1.194444 0.277658 ; Q0 = -4.002877 e
C 2s2 2p2: E_AE = -37.425728 Ha, E_PAW = -37.425728 Ha
  eps 2s,2p AE (Ha): -0.500866 -0.199186 ; PAW: -0.500866 -0.199186
random orbital direction: dE/dt FD -42.0757084 Ha, 2F<d|H|c> -42.0757084 Ha
C+ occupations F: 1.60 0.20 1.00 0.20 ; E = -36.6978037 Ha
  eps (Ha):                -1.0534803 -0.2401140 -0.7416689 -0.1805447
  eps (eV):                -28.6667 -6.5338 -20.1818 -4.9129
  dE/dF relaxed FD (Ha):   -1.0534803 -0.2401140 -0.7416689 -0.1805447
  dE/dF frozen FD (Ha):    -1.0534803 -0.2401140 -0.7416689 -0.1805447
  max |dE/dF - eps| = 1.2e-10 Ha
  AE relaxed-core eps (Ha): -1.05156 -0.23971 -0.74098 -0.18166
  |<p|psi>|^2: 1.20856 0.14210 1.36987 0.12826 ; <psi|psi>: 1.09332 1.01097 0.92271 0.99276
  Dhat (s,p) (Ha): 0.31978 -0.23366
  <H> without Dhat (Ha):   -1.43995 -0.28555 -0.42158 -0.15057
  <H>/<psi|psi> (Ha):      -0.96356 -0.23751 -0.80380 -0.18186
  kT = 0.1 Ha: dA/dF FD (Ha): -0.9148509 -0.4598364 -0.9026127 -0.5172742
  eps + kT ln(f/(1-f)) (Ha):  -0.9148509 -0.4598364 -0.9026127 -0.5172742
  relaxation gain, dF2p = 0.01, 0.02: 4.695e-06, 1.886e-05 Ha, ratio 4.016
  2s-3s rotation 0.3 rad: dE/dtheta FD 0.7304191, 2(Fa-Fb)Hab 0.7304191 Ha
  S(f), alpha = 2.0: slope FD -0.9421529, eps2p + extra -0.9421529, extra -0.2004840 Ha
F = 1.0 1.0 1.0 0.0 : eps 2s,3s (Ha): -1.2013380 -0.2863891
  rotated 0.5 rad: frozen slope -0.9910380, cos2/sin2 mix -0.9910380; branch slope -1.2013380 Ha
  lowest assignment, step 0.001: right slope -1.20109, left slope -0.28648 Ha
C+ 2s2 2p1: E = -37.0217246 Ha, eps2p = -0.6294313 Ha
I from energy difference 0.4040035 Ha = 10.9935 eV
I from -int eps dF       0.4040035 Ha
I transition state       0.3988717 Ha = 10.8539 eV
I all-electron, relaxed core 0.403900 Ha = 10.9907 eV
Mermin: N = 3.0, kT = 0.1 Ha = 2.7211 eV, T = 31578 K
  eps (Ha): -0.9471881 -0.1889524 -0.6352218 -0.1335816
  f Fermi-Dirac:      0.858314 0.003076 0.211100 0.001771
  f direct minimum:   0.858314 0.003076 0.211100 0.001771
  F Fermi-Dirac:      1.716627 0.006152 1.266598 0.010623
  E = -36.9252576 Ha, Sig = 4.0281405 kB, A = -37.3280717 Ha
  A direct minimum -37.3280717 Ha, A at starting point -37.3110540 Ha
  mu = -0.7670528 Ha = -20.8726 eV, dA/dN FD = -0.7670528 Ha
  dA/d(kT) FD = -4.0281405, -Sig = -4.0281405 (dimensionless)
  dF/dN: 0.177221 0.021088 0.761991 0.039700 ; dSig/dN = 1.058704 kB
  dE/dN FD = -0.6611824 Ha, sum eps dF/dN = -0.6611824 Ha
success
```
